# Four-phonon scattering, the T² law, and the fit to κ(T): a program that tests the result

```python
"""Classical four-phonon rates grow as T^2; kappa then departs from 1/T.

Result under test: with fixed frequencies and force constants,
  1/tau4 = pi (kB T)^2/8 * sum g |Phi4|^2 delta/(w1 w2 w3)^2  (classical limit)
and 1/tau3 is linear in T, so that kappa*T = A <1/(1 + r T)>, r = b/a,
where each mode has 1/tau = a T + b T^2.
Symbols: y = frequency / Debye frequency, theta = T / Debye temperature,
x = hbar w/(kB T), Gamma3 and Gamma4 = rates at y = 1 and T0 = 300 K.
The example is a rough acoustic model in the regime of germanium.
"""
from functools import lru_cache
from itertools import combinations, permutations
from math import factorial, prod
import numpy as np
from scipy.constants import k as kB, hbar, e as charge
from scipy.integrate import quad
from scipy.optimize import curve_fit

rng = np.random.default_rng(3)


# ---- Golden-rule combinatorics: sum over Fock states against mode sums ----
def check_golden_rule(order):
    """Outflow from mode 0 with hbar = 1 and a smooth energy window."""
    count, levels = 5, 4
    freq = rng.uniform(0.6, 1.6, count)
    occ = np.array([1, 2, 1, 1, 2])
    phi = {c: rng.normal() for c in combinations(range(count), order)}
    lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
    coord = [(lower + lower.T) / np.sqrt(2 * f) for f in freq]
    start = np.zeros((levels,) * count)
    start[tuple(occ)] = 1.0
    image = np.zeros_like(start)
    for modes in permutations(range(count), order):
        psi = start
        for m in modes:
            psi = np.moveaxis(np.tensordot(coord[m], psi, axes=(1, m)), 0, m)
        image += phi[tuple(sorted(modes))] / factorial(order) * psi

    def window(energy):
        return np.exp(-energy**2 / 0.5)

    direct = 0.0
    for final in np.argwhere(np.abs(image) > 1e-14):
        change = final - occ
        if change[0] == -1 and (change > 0).any():
            direct += image[tuple(final)]**2 * window(freq @ change)
    formula = 0.0
    for others in permutations(range(1, count), order - 1):
        modes = (0,) + others
        base = phi[tuple(sorted(modes))]**2 / prod(2 * freq[m] for m in modes)
        for created in range(1, order):
            absorbed = order - 1 - created
            share = 1 / (factorial(created) * factorial(absorbed))
            gone, made = others[:absorbed], others[absorbed:]
            bose = occ[0] * prod(occ[m] for m in gone)
            bose = bose * prod(1 + occ[m] for m in made)
            energy = (sum(freq[m] for m in made) - freq[0]
                      - sum(freq[m] for m in gone))
            formula += share * base * bose * window(energy)
    assert direct > 0 and abs(direct / formula - 1) < 1e-10


check_golden_rule(3)
check_golden_rule(4)


# ---- Occupation weights from gain minus loss ----
def bose(y, theta):
    return 1 / np.expm1(y / theta)


def loss_weight(ys, created, theta):
    """Derivative of net loss with respect to the occupation of mode 0."""
    ns = [bose(y, theta) for y in ys]
    out = prod((n + 1 if c else n) for n, c in zip(ns, created))
    back = prod((n if c else n + 1) for n, c in zip(ns, created))
    return out - back


def sinh_weight(y0, ys, theta):
    bottom = prod(2 * np.sinh(y / (2 * theta)) for y in ys)
    return 2 * np.sinh(y0 / (2 * theta)) / bottom


channels = [((0.2, 0.3, 0.4), (1, 1, 1)), ((0.5, 0.3, 0.6), (0, 1, 1)),
            ((0.2, 0.3, 0.9), (0, 0, 1)), ((0.3, 0.4), (1, 1)),
            ((0.3, 0.8), (0, 1))]
for ys, created in channels:
    y0 = sum(y if c else -y for y, c in zip(ys, created))
    for theta in (0.3, 1.0, 3.0):
        exact = loss_weight(ys, created, theta)
        assert abs(exact / sinh_weight(y0, ys, theta) - 1) < 1e-9
    theta = 5.0
    lead = theta**(len(ys) - 1) * y0 / prod(ys)
    shift = (y0**2 - sum(y * y for y in ys)) / (24 * theta**2)
    measured = loss_weight(ys, created, theta) / lead - 1
    assert abs(measured - shift) < 0.02 * abs(shift) + 1e-6

# ---- Channel sums for a Debye spectrum without momentum selection ----
nodes, weights = np.polynomial.legendre.leggauss(16)


def span(low, high):
    low = np.asarray(low, float)[..., None]
    high = np.asarray(high, float)[..., None]
    return low + (high - low) * (nodes + 1) / 2, (high - low) * weights / 2


def dos(y):
    return 3 * y**2


def one(ys, created):
    return 1.0


def quantum_factor(theta):
    return lambda ys, created: prod(ys) * loss_weight(ys, created, theta)


def three_sum(y0, factor):
    y1, w1 = span(0, y0)
    y2 = y0 - y1
    total = 0.5 * np.sum(w1 * dos(y1) * dos(y2) * factor((y1, y2), (1, 1)))
    y1, w1 = span(0, 1 - y0)
    y2 = y0 + y1
    return total + np.sum(w1 * dos(y1) * dos(y2) * factor((y1, y2), (0, 1)))


def four_sum(y0, factor):
    regions = [
        (1 / 6, 0, y0, lambda a: (0 * a, y0 - a),
         lambda a, b: y0 - a - b, (1, 1, 1)),
        (1 / 2, 0, 1 - y0, lambda a: (0 * a, 1 - y0 - a),
         lambda a, b: y0 + a + b, (0, 0, 1)),
        (1 / 2, 0, 1 - y0, lambda a: (0 * a, y0 + a),
         lambda a, b: y0 + a - b, (0, 1, 1)),
        (1 / 2, 1 - y0, 1, lambda a: (y0 + a - 1, 0 * a + 1),
         lambda a, b: y0 + a - b, (0, 1, 1))]
    total = 0.0
    for share, low, high, limits, third, created in regions:
        y1, w1 = span(low, high)
        y2, w2 = span(*limits(y1))
        y1, w1 = y1[:, None], w1[:, None]
        y3 = third(y1, y2)
        total += share * np.sum(w1 * w2 * dos(y1) * dos(y2) * dos(y3)
                                * factor((y1, y2, y3), created))
    return total


# Independent count of the four-phonon phase space by discrete convolution
cells, index = 400, 160
grid_dos = dos(np.arange(cells + 1) / cells)
grid_dos[-1] /= 2
pair = np.convolve(grid_dos, grid_dos) / cells
count4 = np.convolve(pair, grid_dos)[index] / cells / 6
count4 += 0.5 * grid_dos @ pair[index:index + cells + 1] / cells
count4 += 0.5 * pair[:cells + 1 - index] @ grid_dos[index:] / cells
assert abs(count4 / four_sum(index / cells, one) - 1) < 1e-3


def ratio3(y0, theta):
    """Quantum three-phonon rate divided by its classical T^1 limit."""
    return (three_sum(y0, quantum_factor(theta))
            / (theta * y0 * three_sum(y0, one)))


def ratio4(y0, theta):
    """Quantum four-phonon rate divided by its classical T^2 limit."""
    return (four_sum(y0, quantum_factor(theta))
            / (theta**2 * y0 * four_sum(y0, one)))


def rate_exponent(channel_sum, y0, theta):
    up = channel_sum(y0, quantum_factor(theta * 1.01))
    down = channel_sum(y0, quantum_factor(theta / 1.01))
    return np.log(up / down) / (2 * np.log(1.01))


for y0 in (0.2, 0.5, 0.8):
    assert abs(rate_exponent(four_sum, y0, 20.0) - 2) < 1e-3
    assert abs(rate_exponent(three_sum, y0, 20.0) - 1) < 1e-3
    assert abs(ratio4(y0, 20.0) - 1) < 1e-3
gap_ratio = (ratio4(0.5, 5.0) - 1) / (ratio4(0.5, 10.0) - 1)
assert abs(gap_ratio - 4) < 0.1

# ---- Rough germanium-like acoustic model ----
cell_density = 2.2e28          # 1/m^3, rough
speed = 3.6e3                  # m/s, rough
gamma3, gamma4 = 0.18e12, 0.054e12   # 1/s, chosen
T0 = 300.0
debye = speed * (6 * np.pi**2 * cell_density)**(1 / 3)
debye_T = hbar * debye / kB
temps = np.linspace(300, 700, 5)
y_grid, y_weight = span(0, 1)


@lru_cache(maxsize=None)
def quantum_ratios(T):
    r3 = np.array([ratio3(y, T / debye_T) for y in y_grid])
    r4 = np.array([ratio4(y, T / debye_T) for y in y_grid])
    return r3, r4


def kappa(T, g3=gamma3, g4=gamma4, power=4, disorder=0.0, quantum=False):
    """Thermal conductivity in W/(m K) by quadrature over the spectrum."""
    r3, r4, heat = 1.0, 1.0, 1.0
    if quantum:
        r3, r4 = quantum_ratios(float(T))
        half = debye_T * y_grid / (2 * T)
        heat = (half / np.sinh(half))**2
    rate = (g3 * y_grid**2 * (T / T0) * r3
            + g4 * y_grid**power * (T / T0)**2 * r4 + disorder * y_grid**4)
    integral = np.sum(y_weight * dos(y_grid) * heat / rate)
    return cell_density * kB * speed**2 * integral


def arctan_law(T, log_a, log_r):
    root = np.sqrt(np.exp(log_r) * T)
    return np.exp(log_a) / T * np.arctan(root) / root


def fits(values):
    """alpha (m/W), beta/alpha (1/K), power-law exponent, line misfit."""
    target = 1 / (values * temps)
    beta, alpha = np.polyfit(temps, target, 1)
    exponent = -np.polyfit(np.log(temps), np.log(values), 1)[0]
    misfit = np.max(np.abs((alpha + beta * temps) / target - 1))
    return alpha, beta / alpha, exponent, misfit


A_true = 3 * cell_density * kB * speed**2 * T0 / gamma3
r_true = gamma4 / (gamma3 * T0)
classical = np.array([kappa(T) for T in temps])
closed = arctan_law(temps, np.log(A_true), np.log(r_true))
assert np.allclose(classical, closed, rtol=1e-9)


def local_exponent(T):
    z = r_true * T
    return 1.5 - np.sqrt(z) / (2 * (1 + z) * np.arctan(np.sqrt(z)))


for T in (300.0, 700.0):
    slope = -np.log(kappa(T * 1.001) / kappa(T / 1.001)) / (2 * np.log(1.001))
    assert abs(slope - local_exponent(T)) < 1e-5

# A spread of r makes 1/(kappa T) concave, with initial slope <r>
spread = rng.uniform(0.0, 3e-3, 30)
fine_T = np.linspace(0, 3000, 61)
inverse = 1 / np.mean(1 / (1 + np.outer(fine_T, spread)), axis=1)
assert np.all(np.diff(inverse, 2) < 0)
start_slope = 1 / np.mean(1 / (1 + 0.01 * spread)) - 1
assert abs(start_slope / 0.01 / spread.mean() - 1) < 1e-3

line = fits(classical)
uniform = fits(np.array([kappa(T, g4=gamma4 / 3, power=2) for T in temps]))
assert abs(uniform[1] / (r_true / 3) - 1) < 1e-8 and uniform[3] < 1e-8
assert line[1] < r_true / 3 and line[0] > 1 / A_true
guess = (np.log(1.5e4), np.log(5e-4))
recovered, _ = curve_fit(arctan_law, temps, classical, p0=guess)
assert abs(np.exp(recovered[1]) / r_true - 1) < 1e-3

# ---- Neglected effects ----
quantum_all = np.array([kappa(T, quantum=True) for T in temps])
quantum_three = np.array([kappa(T, g4=0.0, quantum=True) for T in temps])
fit_q, fit_q3 = fits(quantum_all), fits(quantum_three)

# Mass disorder: golden-rule prefactor against exact reflection in a chain
q, defect = 0.9, 1e-3
w_chain = 2 * np.sin(q / 2)
v_chain = np.sin(q) / w_chain
phase = np.exp(1j * q)
matrix = np.array([[phase, phase - 2 + (1 + defect) * w_chain**2], [-1, 1]])
reflected, passed = np.linalg.solve(matrix, np.array([-1 / phase, 1]))
mode_density = 1 / (np.pi * v_chain)
back_rate = 0.5 * (np.pi / 2) * defect**2 * w_chain**2 * mode_density
assert abs(abs(reflected)**2 / (back_rate / v_chain) - 1) < 1e-4
atom_variance = 6e-4           # rough
disorder = 1.5 * np.pi * (atom_variance / 2) * debye
with_disorder = np.array([kappa(T, disorder=disorder) for T in temps])
fit_d = fits(with_disorder)
assert fit_d[2] < line[2]

# Softening at fixed cubic force constants: 1/tau3 ~ s^-5, kappa ~ s^7
gruneisen, expansion = 1.0, 1.8e-5   # rough; expansion in 1/K
soft = 1 - gruneisen * expansion * (temps[-1] - temps[0])
theta = temps[-1] / debye_T
soft_rate = soft**-4 * (three_sum(0.5, quantum_factor(theta / soft))
                        / three_sum(0.5, quantum_factor(theta)))
assert abs(soft_rate * soft**5 - 1) < 2e-3

# Electrons and holes at 700 K: variance of the energy carried
gap_eV, carriers, mob_n, mob_p = 0.5, 5e23, 0.1, 0.025   # rough, SI
T_hot = temps[-1]
sig_n, sig_p = charge * carriers * mob_n, charge * carriers * mob_p
sigma = sig_n + sig_p
gap = gap_eV * charge / (kB * T_hot)


def moment(p):
    up = quad(lambda u: u * np.exp(-u) * (gap / 2 + u)**p, 0, np.inf)[0]
    return (sig_n + (-1)**p * sig_p) * up


variance = moment(2) / moment(0) - (moment(1) / moment(0))**2
kappa_e = (kB / charge)**2 * T_hot * sigma * variance
formula_e = (kB / charge)**2 * T_hot * (
    2 * sigma + sig_n * sig_p / sigma * (gap + 4)**2)
assert abs(kappa_e / formula_e - 1) < 1e-6

top_rate = gamma3 * T_hot / T0 + gamma4 * (T_hot / T0)**2
optical_T = 430.0              # K, rough
ya, yb = (optical_T - 300) / debye_T, 300 / debye_T
yo, th0 = optical_T / debye_T, T0 / debye_T
optical = loss_weight((yb, yo), (0, 1), th0) * yb * yo / (th0 * ya)

# ---- Output ----
print(f"Cell density (rough input): {cell_density:.2e} 1/m^3")
print(f"Sound speed (rough input): {speed/1e3:.2f} km/s")
print(f"Debye frequency: {debye/1e12:.2f} rad/ps; temperature {debye_T:.1f} K")
print(f"Gamma3, Gamma4 (chosen): {gamma3/1e12:.3f}, {gamma4/1e12:.3f} 1/ps")
print(f"A = {A_true:.4e} W/m; r at y=1: {r_true:.3e} 1/K")
print(f"Mean r = initial relative slope: {r_true/3:.4e} 1/K")
for T in (300.0, 700.0):
    th = T / debye_T
    print(f"T={T:.0f} K, y=0.5: rate exponents in T, three-phonon "
          f"{rate_exponent(three_sum, 0.5, th):.4f}, four-phonon "
          f"{rate_exponent(four_sum, 0.5, th):.4f}")
    print(f"  quantum/classical rate: three-phonon {ratio3(0.5, th):.4f}, "
          f"four-phonon {ratio4(0.5, th):.4f}")
print("Columns: T (K); kappa classical, three-phonon only, quantum, "
      "with mass disorder (W/(m K)); 1/(kappa T) classical (1e-5 m/W)")
for i, T in enumerate(temps):
    print(f"  {T:.0f}  {classical[i]:.2f}  {A_true/T:.2f}  "
          f"{quantum_all[i]:.2f}  {with_disorder[i]:.2f}  "
          f"{1e5/(classical[i]*T):.4f}")
print(f"Four-phonon reduction of kappa: {100*(1-classical[0]*300/A_true):.2f}"
      f" % at 300 K, {100*(1-classical[-1]*700/A_true):.2f} % at 700 K")
print(f"Local exponent of 1/kappa: {local_exponent(300.0):.4f} at 300 K, "
      f"{local_exponent(700.0):.4f} at 700 K")
print(f"True intercept 1/A: {1e5/A_true:.4f} e-5 m/W")
print("Fits, 300-700 K: alpha (1e-5 m/W); beta/alpha (1e-4 1/K); "
      "power-law exponent; largest line misfit (%)")
for name, f in (("classical, four-phonon ~ w^4", line),
                ("classical, four-phonon ~ w^2", uniform),
                ("quantum, three and four", fit_q),
                ("quantum, three only", fit_q3),
                ("classical with mass disorder", fit_d)):
    print(f"  {name}: {f[0]*1e5:.4f}; {f[1]*1e4:.4f}; {f[2]:.4f}; "
          f"{100*f[3]:.3f}")
print(f"Arctan fit, classical data: A={np.exp(recovered[0]):.4e} W/m, "
      f"r={np.exp(recovered[1]):.4e} 1/K")
print(f"Atomic mass variance (rough input): {atom_variance:.1e}; "
      f"disorder rate at y=1: {disorder/1e12:.4f} 1/ps")
print(f"Gruneisen number {gruneisen:.1f}, volume expansion {expansion:.1e} "
      "1/K (rough inputs)")
print(f"Frequency softening 300 to 700 K: {100*(soft-1):.2f} %; "
      f"change of kappa: {100*(soft**7-1):.2f} %")
print(f"Carrier inputs at 700 K (rough): gap {gap_eV:.2f} eV, density "
      f"{carriers/1e6:.1e} 1/cm^3, mobilities {mob_n*1e4:.0f}, "
      f"{mob_p*1e4:.0f} cm2/Vs")
print(f"Electron-hole heat conduction at 700 K: {kappa_e:.3f} W/(m K), "
      f"{100*kappa_e/classical[-1]:.2f} % of the phonon part")
print(f"Linewidth/frequency at y=1, 700 K: {top_rate/debye:.4f}")
print(f"Channel {optical_T-300:.0f} K + 300 K -> {optical_T:.0f} K optical "
      f"phonon: quantum/classical weight at 300 K {optical:.4f}")
print("PASS")
```

Running it gives:

```
Cell density (rough input): 2.20e+28 1/m^3
Sound speed (rough input): 3.60 km/s
Debye frequency: 39.32 rad/ps; temperature 300.3 K
Gamma3, Gamma4 (chosen): 0.180, 0.054 1/ps
A = 1.9683e+04 W/m; r at y=1: 1.000e-03 1/K
Mean r = initial relative slope: 3.3333e-04 1/K
T=300 K, y=0.5: rate exponents in T, three-phonon 1.0582, four-phonon 2.1172
  quantum/classical rate: three-phonon 0.9711, four-phonon 0.9427
T=700 K, y=0.5: rate exponents in T, three-phonon 1.0108, four-phonon 2.0218
  quantum/classical rate: three-phonon 0.9946, four-phonon 0.9891
Columns: T (K); kappa classical, three-phonon only, quantum, with mass disorder (W/(m K)); 1/(kappa T) classical (1e-5 m/W)
  300  60.02  65.61  60.32  55.71  5.5534
  400  43.88  49.21  44.04  41.58  5.6979
  500  34.26  39.37  34.37  32.88  5.8370
  600  27.91  32.80  27.98  27.01  5.9713
  700  23.41  28.12  23.46  22.79  6.1013
Four-phonon reduction of kappa: 8.51 % at 300 K, 16.73 % at 700 K
Local exponent of 1/kappa: 1.0796 at 300 K, 1.1468 at 700 K
True intercept 1/A: 5.0806 e-5 m/W
Fits, 300-700 K: alpha (1e-5 m/W); beta/alpha (1e-4 1/K); power-law exponent; largest line misfit (%)
  classical, four-phonon ~ w^4: 5.1476; 2.6599; 1.1107; 0.089
  classical, four-phonon ~ w^2: 5.0806; 3.3333; 1.1344; 0.000
  quantum, three and four: 5.1107; 2.7510; 1.1141; 0.119
  quantum, three only: 5.0975; -0.0414; 0.9980; 0.019
  classical with mass disorder: 5.7401; 1.2653; 1.0544; 0.418
Arctan fit, classical data: A=1.9683e+04 W/m, r=1.0000e-03 1/K
Atomic mass variance (rough input): 6.0e-04; disorder rate at y=1: 0.0556 1/ps
Gruneisen number 1.0, volume expansion 1.8e-05 1/K (rough inputs)
Frequency softening 300 to 700 K: -0.72 %; change of kappa: -4.93 %
Carrier inputs at 700 K (rough): gap 0.50 eV, density 5.0e+17 1/cm^3, mobilities 1000, 250 cm2/Vs
Electron-hole heat conduction at 700 K: 1.362 W/(m K), 5.82 % of the phonon part
Linewidth/frequency at y=1, 700 K: 0.0182
Channel 130 K + 300 K -> 430 K optical phonon: quantum/classical weight at 300 K 0.8890
PASS
```
